# Errors of the Born–Oppenheimer and adiabatic energies for coupled oscillators: test program

```python
"""
Ground energy of a light oscillator coupled bilinearly to a heavy oscillator:
  H = p^2/2m + P^2/2M + k x^2/2 + K X^2/2 + c x X,  with k K > c^2.
Symbols: mu = m/M, gamma = c/k, kappa = K/k, s = sqrt(kappa - gamma^2).
Units: hbar = m = k = 1, so the light frequency is 1 and M = 1/mu.
Results under test, in units of hbar*omega:
  Born-Oppenheimer  E_BO = (1 + s sqrt(mu))/2
  adiabatic         E_ad = E_BO + gamma^2 mu/4
  exact             E    = sqrt((1 + s sqrt(mu))^2 + gamma^2 mu)/2
  E_BO - E = -gamma^2 mu/4 + ...,  E_ad - E = gamma^2 s mu^(3/2)/4 + ...
"""
import numpy as np
import mpmath as mp

mp.mp.dps = 50


def bo_formula(kappa, gamma, mu):
    return (1 + mp.sqrt(kappa - gamma**2) * mp.sqrt(mu)) / 2


def adiabatic_formula(kappa, gamma, mu):
    return bo_formula(kappa, gamma, mu) + gamma**2 * mu / 4


def exact_formula(kappa, gamma, mu):
    return mp.sqrt((2 * bo_formula(kappa, gamma, mu))**2 + gamma**2 * mu) / 2


def hessian_energy(kappa, gamma, mu):
    """Zero-point energy from eigenvalues of the mass-weighted Hessian."""
    off = gamma * mp.sqrt(mu)
    hessian = mp.matrix([[1, off], [off, kappa * mu]])
    squares = mp.eigsy(hessian, eigvals_only=True)
    return sum(mp.sqrt(value) for value in squares) / 2


def kinetic_grid(number, step, mass):
    """Sinc-grid matrix of p^2/(2 mass)."""
    index = np.arange(number)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    matrix = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    return matrix / (2 * mass * step**2)


def grid_energies(kappa, gamma, mu):
    """Solve the clamped light problem, then the heavy problem, on grids."""
    x = np.linspace(-12, 12, 81)
    light_kinetic = kinetic_grid(len(x), x[1] - x[0], 1.0)

    def clamped(position):
        potential = x**2 / 2 + gamma * x * position + kappa * position**2 / 2
        values, vectors = np.linalg.eigh(light_kinetic + np.diag(potential))
        ground = vectors[:, 0]
        return values[0], ground * np.sign(ground.sum())

    width = np.sqrt(np.sqrt(mu) / np.sqrt(kappa - gamma**2))
    heavy_x = np.linspace(-7.5, 7.5, 51) * width
    shift = 1e-3
    surface, correction = [], []
    for position in heavy_x:
        surface.append(clamped(position)[0])
        slope = (clamped(position + shift)[1]
                 - clamped(position - shift)[1]) / (2 * shift)
        correction.append(mu / 2 * np.sum(slope**2))
    surface, correction = np.array(surface), np.array(correction)
    heavy_kinetic = kinetic_grid(len(heavy_x), heavy_x[1] - heavy_x[0], 1 / mu)
    e_bo = np.linalg.eigvalsh(heavy_kinetic + np.diag(surface))[0]
    e_ad = np.linalg.eigvalsh(
        heavy_kinetic + np.diag(surface + correction))[0]
    return e_bo, e_ad, correction


def oscillator_matrices(size, mass, frequency):
    """q, q^2, d, p^2 with p = i d; squares are free of truncation error."""
    lower = np.diag(np.sqrt(np.arange(1.0, size + 2)), 1)
    q = (lower + lower.T) / np.sqrt(2 * mass * frequency)
    d = (lower.T - lower) * np.sqrt(mass * frequency / 2)
    return tuple(a[:size, :size] for a in (q, q @ q, d, -d @ d))


def product_basis_energy(kappa, gamma, mu, size=24):
    """Diagonalize the original two-particle Hamiltonian."""
    heavy_frequency = np.sqrt((kappa - gamma**2) * mu)
    q, q2, _, p2 = oscillator_matrices(size, 1.0, 1.0)
    big_q, big_q2, _, big_p2 = oscillator_matrices(
        size, 1 / mu, heavy_frequency)
    one = np.eye(size)
    h = (np.kron((p2 + q2) / 2, one)
         + np.kron(one, mu * big_p2 / 2 + kappa * big_q2 / 2)
         + gamma * np.kron(q, big_q))
    return np.linalg.eigvalsh(h)[0]


def shifted_frame(kappa, gamma, mu, size=14):
    """Use y = x + gamma X, for which P becomes P + gamma p."""
    heavy_frequency = np.sqrt((kappa - gamma**2) * mu)
    _, q2, d, p2 = oscillator_matrices(size, 1.0, 1.0)
    _, big_q2, big_d, big_p2 = oscillator_matrices(
        size, 1 / mu, heavy_frequency)
    one = np.eye(size)
    h0 = (np.kron((p2 + q2) / 2, one)
          + np.kron(one, mu * big_p2 / 2 + (kappa - gamma**2) * big_q2 / 2))
    cross = -gamma * mu * np.kron(d, big_d)
    square = gamma**2 * mu / 2 * np.kron(p2, one)
    gaps = np.diag(h0)[1:] - h0[0, 0]
    second_cross = -np.sum(cross[1:, 0]**2 / gaps)
    second_square = -np.sum(square[1:, 0]**2 / gaps)
    full = np.linalg.eigvalsh(h0 + cross + square)[0]
    no_cross = np.linalg.eigvalsh(h0 + square)[0]
    mean = (h0 + cross + square)[0, 0]
    return full, no_cross, mean, second_cross, second_square


# Independent energies for weak and strong coupling and both coupling signs.
for case in [(1.0, 0.6, 0.01), (2.0, -1.2, 0.04), (1.0, 0.6, 0.0025)]:
    e_bo_grid, e_ad_grid, diagonal = grid_energies(*case)
    assert abs(e_bo_grid - float(bo_formula(*case))) < 1e-9
    # The central difference in X limits the adiabatic comparison.
    assert abs(e_ad_grid - float(adiabatic_formula(*case))) < 5e-8
    assert np.ptp(diagonal) < 1e-8
    assert abs(product_basis_energy(*case) - float(exact_formula(*case))) < 1e-9
    assert abs(hessian_energy(*case) - exact_formula(*case)) < mp.mpf("1e-14")
    frame = shifted_frame(*case)
    assert abs(frame[0] - float(hessian_energy(*case))) < 1e-9
    assert abs(frame[2] - e_ad_grid) < 5e-8

# Strict ordering for random stable parameters, not only for small mu.
rng = np.random.default_rng(4)
for _ in range(100):
    gamma_r = mp.mpf(rng.uniform(0.05, 2)) * int(rng.choice([-1, 1]))
    kappa_r = gamma_r**2 + mp.mpf(rng.uniform(0.05, 3))
    mu_r = mp.mpf(10)**rng.uniform(-6, 0)
    e_r = hessian_energy(kappa_r, gamma_r, mu_r)
    assert bo_formula(kappa_r, gamma_r, mu_r) < e_r
    assert e_r < adiabatic_formula(kappa_r, gamma_r, mu_r)

kappa, gamma = mp.mpf(1), mp.mpf(3) / 5
s = mp.sqrt(kappa - gamma**2)


def errors(mu):
    energy = hessian_energy(kappa, gamma, mu)
    return (bo_formula(kappa, gamma, mu) - energy,
            adiabatic_formula(kappa, gamma, mu) - energy)


def exponent(first, second, ratio):
    return float(mp.log(abs(first / second)) / mp.log(ratio))


# Powers and coefficients in the limit of a very heavy partner.
tiny = mp.mpf("1e-10")
bo_tiny, ad_tiny = errors(tiny)
bo_next, ad_next = errors(tiny / 4)
limit_bo = exponent(bo_tiny, bo_next, 4)
limit_ad = exponent(ad_tiny, ad_next, 4)
assert abs(limit_bo - 1) < 1e-4 and abs(limit_ad - 1.5) < 1e-4
assert abs(bo_tiny / tiny + gamma**2 / 4) < 1e-5
lead = gamma**2 * s / 4
assert abs(ad_tiny / tiny**1.5 - lead) < 1e-5
next_numeric = (ad_tiny - lead * tiny**mp.mpf(1.5)) / tiny**2
next_formula = -gamma**2 / 4 * (s**2 - gamma**2 / 4)
assert abs(next_numeric - next_formula) < 1e-5

# Origin of the 3/2 power: remove the pP term and compare the scaling.
mu = mp.mpf(1) / 100
k_f, g_f, s_f, mu_f = float(kappa), float(gamma), float(s), float(mu)
full, no_cross, mean, e2_cross, e2_square = shifted_frame(k_f, g_f, mu_f)
small = shifted_frame(k_f, g_f, mu_f / 16)
ad_big = float(adiabatic_formula(kappa, gamma, mu))
ad_small = float(adiabatic_formula(kappa, gamma, mu / 16))
power_no_cross = exponent(no_cross - ad_big, small[1] - ad_small, 16)
assert abs(power_no_cross - 2) < 0.03
omega_heavy = s_f * np.sqrt(mu_f)
cross_formula = -g_f**2 * mu_f / 4 * omega_heavy / (1 + omega_heavy)
assert abs(e2_cross - cross_formula) < 1e-12
assert abs(e2_square + g_f**4 * mu_f**2 / 16) < 1e-12
rest_big = float(hessian_energy(kappa, gamma, mu)) - ad_big - e2_cross - e2_square
rest_small = (float(hessian_energy(kappa, gamma, mu / 16))
              - ad_small - small[3] - small[4])
power_rest = exponent(rest_big, rest_small, 16)
assert 2.3 < power_rest < 2.7

# Worked example.
e_bo = float(bo_formula(kappa, gamma, mu))
e_exact = float(hessian_energy(kappa, gamma, mu))
bo_error, ad_error = (float(value) for value in errors(mu))
grid_bo, grid_ad, diagonal = grid_energies(k_f, g_f, mu_f)
basis_exact = product_basis_energy(k_f, g_f, mu_f)
quantum_ev = 10.0
print("Energies in units of hbar*omega unless stated")
print(f"kappa = K/k: {k_f:.2f}")
print(f"gamma = c/k: {g_f:.2f}")
print(f"s: {s_f:.2f}")
print(f"mu = m/M: {mu_f:.4f}")
print(f"heavy quantum hbar*Omega: {omega_heavy:.6f}")
print(f"diagonal correction, from grid: {diagonal.mean():.8f}")
print(f"E_BO, formula: {e_bo:.8f}")
print(f"E_BO, grid: {grid_bo:.8f}")
print(f"E_ad, formula: {ad_big:.8f}")
print(f"E_ad, grid: {grid_ad:.8f}")
print(f"E exact, Hessian: {e_exact:.8f}")
print(f"E exact, product basis: {basis_exact:.8f}")
print(f"E_BO - E: {bo_error:.4e}")
print(f"leading estimate of E_BO - E: {-g_f**2 * mu_f / 4:.4e}")
print(f"E_ad - E: {ad_error:.4e}")
print(f"leading estimate of E_ad - E: {float(lead) * mu_f**1.5:.4e}")
print(f"second-order pP contribution: {e2_cross:.4e}")
print(f"second-order p^2 contribution: {e2_square:.4e}")
print(f"E - E_ad - both contributions: {rest_big:.4e}")
print(f"E without pP term minus E_ad: {no_cross - ad_big:.4e}")
print(f"power of mu without pP term: {power_no_cross:.4f}")
print(f"power of mu left after second order: {power_rest:.4f}")
print(f"chosen hbar*omega: {quantum_ev:.1f} eV")
print(f"E_BO - E: {1000 * quantum_ev * bo_error:.4f} meV")
print(f"E_ad - E: {1000 * quantum_ev * ad_error:.4f} meV")
print("Table: mu, E_BO-E, E_ad-E, (E_BO-E)/mu, (E_ad-E)/mu^1.5")
for divisor in (100, 400, 1600, 6400, 25600):
    mu_t = mp.mpf(1) / divisor
    b, a = errors(mu_t)
    print(f"1/{divisor}: {float(b):.4e} {float(a):.4e} "
          f"{float(b / mu_t):.5f} {float(a / mu_t**1.5):.5f}")
print(f"limiting coefficient, BO: {float(-gamma**2 / 4):.5f}")
print(f"limiting coefficient, adiabatic: {float(lead):.5f}")
print(f"coefficient of mu^2 in E_ad - E: {float(next_formula):.5f}")
print(f"power of mu near mu = 1e-10, BO: {limit_bo:.5f}")
print(f"power of mu near mu = 1e-10, adiabatic: {limit_ad:.5f}")
print("all assertions hold")
```

It prints:

```
Energies in units of hbar*omega unless stated
kappa = K/k: 1.00
gamma = c/k: 0.60
s: 0.80
mu = m/M: 0.0100
heavy quantum hbar*Omega: 0.080000
diagonal correction, from grid: 0.00090000
E_BO, formula: 0.54000000
E_BO, grid: 0.54000000
E_ad, formula: 0.54090000
E_ad, grid: 0.54090000
E exact, Hessian: 0.54083269
E exact, product basis: 0.54083269
E_BO - E: -8.3269e-04
leading estimate of E_BO - E: -9.0000e-04
E_ad - E: 6.7309e-05
leading estimate of E_ad - E: 7.2000e-05
second-order pP contribution: -6.6667e-05
second-order p^2 contribution: -8.1000e-07
E - E_ad - both contributions: 1.6799e-07
E without pP term minus E_ad: -8.0855e-07
power of mu without pP term: 1.9994
power of mu left after second order: 2.4609
chosen hbar*omega: 10.0 eV
E_BO - E: -8.3269 meV
E_ad - E: 0.6731 meV
Table: mu, E_BO-E, E_ad-E, (E_BO-E)/mu, (E_ad-E)/mu^1.5
1/100: -8.3269e-04 6.7309e-05 -0.08327 0.06731
1/400: -2.1630e-04 8.6988e-06 -0.08652 0.06959
1/1600: -5.5144e-05 1.1059e-06 -0.08823 0.07078
1/6400: -1.3923e-05 1.3942e-07 -0.08911 0.07139
1/25600: -3.4981e-06 1.7503e-08 -0.08955 0.07169
limiting coefficient, BO: -0.09000
limiting coefficient, adiabatic: 0.07200
coefficient of mu^2 in E_ad - E: -0.04950
power of mu near mu = 1e-10, BO: 1.00000
power of mu near mu = 1e-10, adiabatic: 1.50000
all assertions hold
```
